# Intergrain diffusion in a cubic array of metallic grains, part 2

Identical metallic grains form a simple cubic lattice of period $a$. Junctions of conductance $G$, both spins counted, join each grain to its six nearest neighbours. We seek the diffusion coefficient $D$ of electrons over distances much longer than $a$, at fixed electrostatic potential. Formulas are in SI form, and an electron has charge $-e$ with $e>0$.

The model assumes, in this order, that the junctions are much more resistive than the grain interiors, that electrons equilibrate within a grain between hops, that the response is linear, that the charging energy is small compared with $kT$, and that successive hops do not interfere.

A grain of volume $v$, whose material has density of states $\nu$ per volume and energy (both spins), has mean level spacing
$$\delta=\frac{1}{\nu v}.\tag{2}$$
In a field $E$ the current density $j$ and conductivity $\sigma$ follow from
$$j=\frac{GEa}{a^2}=\frac{G}{a}E,\qquad \sigma=\frac{G}{a}.\tag{5}$$
Let $N$ be the electron number of a grain, $\mu$ its chemical potential measured from the band edge, and $f(x)=1/(e^{x/kT}+1)$. For dense levels,
$$\frac{dN}{d\mu}=\frac1\delta\int_{-\infty}^{\infty}h(x)\,dx=\frac1\delta,\qquad h(x)=-\frac{df}{dx}=\frac{1}{4kT\cosh^2(x/2kT)} .\tag{6}$$
Without an argument, $h$ is Planck's constant. For equally spaced levels, with one-spin spacing $\delta_s=2\delta$, there is a ripple:
$$\frac{dN}{d\mu}=\frac1\delta\left[1+2\sum_{m=1}^{\infty}\frac{x_m}{\sinh x_m}\cos\frac{2\pi m\mu}{\delta_s}\right],\qquad x_m=\frac{2\pi^2mkT}{\delta_s}.\tag{10}$$
With $n$ the electron density averaged over a cell, the Einstein relation and its result are
$$\sigma=e^2\frac{dn}{d\mu}D ,\tag{14}$$
$$D=\frac{\sigma}{e^2\,dn/d\mu}=\frac{1}{e^2}\,\frac{G}{a}\,\delta a^3=\frac{G\delta a^2}{e^2}.\tag{15}$$
The hop rate to each neighbour is $\Gamma=G\delta/e^2$. A neutral density wave of wave number $q$ along an axis decays at the rate
$$\gamma_q=4\Gamma\sin^2\frac{qa}{2}=Dq^2\left[\frac{\sin(qa/2)}{qa/2}\right]^2 .\tag{19}$$
For net charge, let grain $i$ have $u_i$ excess electrons and potential $\phi_i$, with capacitance $C$ to each neighbour $j$:
$$-eu_i=C\sum_j(\phi_i-\phi_j).\tag{23}$$
With $\lambda_q=4\sin^2(qa/2)$, a charged wave obeys
$$\frac{du_i}{dt}=-\frac{G}{e^2}\lambda_q\left(\delta+\frac{e^2}{C\lambda_q}\right)u_i=-\left(\frac GC+\gamma_q\right)u_i .\tag{25}$$

### A film with round parameters

The example lies in the rough regime of degenerate indium tin oxide, a transparent conductor, at 300 K. The chosen inputs are

- period $a=20$ nm, with cubic grains of side $L=19$ nm and boundaries of thickness $w=1$ nm;
- electron density $n_g=5\times10^{20}$ cm$^{-3}$ inside a grain;
- mass $m$ of 0.35 electron masses at the Fermi level;
- junction conductance $G=0.2$ mS;
- mobility $\mu_g=40$ cm$^2$/Vs inside a grain;
- relative permittivity 9 of the boundary.

For free carriers in a spherical band, two spins fill a sphere of radius $k_F$ with density $n_g=k_F^3/3\pi^2$. This gives
$$k_F=(3\pi^2n_g)^{1/3}=2.455\ \text{nm}^{-1},\qquad E_F=\frac{\hbar^2k_F^2}{2m}=0.656\ \text{eV}.\tag{26}$$
For a parabolic band $n_g\propto E_F^{3/2}$, so the density of states is
$$\nu=\frac{dn_g}{dE_F}=\frac{3n_g}{2E_F}=\frac{1.5\times5\times10^{20}}{0.6563}=1.143\times10^{21}\ \text{eV}^{-1}\text{cm}^{-3}.\tag{27}$$
The band of real indium tin oxide is not parabolic. With $m=\hbar k_F/v_F$ taken at the Fermi level, $\nu=mk_F/\pi^2\hbar^2$ keeps this value, and so do $\delta$ and $D$ below. The Fermi energy is then higher: 0.8 to 0.9 eV for a Kane band with a band-edge mass of 0.22 to 0.18. Expressions containing $E_F$, and the barrier model (40), belong to the parabolic band. The grain volume is $L^3=6.859\times10^{-18}$ cm$^3$. From (2),
$$\delta=\frac{1}{1.143\times10^{21}\times6.859\times10^{-18}}\ \text{eV}=0.1276\ \text{meV}.\tag{28}$$
The thermal energy is $kT=25.85$ meV, about 200 times $\delta$. The ripple in (10) is then negligible.

The conductivity follows from (5):
$$\sigma=\frac{2\times10^{-4}\ \text{S}}{2\times10^{-6}\ \text{cm}}=100\ \text{S/cm}.\tag{29}$$
For the hop rate, $\delta/e=1.276\times10^{-4}$ V, and so
$$\Gamma=\frac{2\times10^{-4}\times1.276\times10^{-4}}{1.602\times10^{-19}}\ \text{s}^{-1}=1.59\times10^{11}\ \text{s}^{-1}.\tag{30}$$
The diffusion coefficient is
$$D=1.593\times10^{11}\ \text{s}^{-1}\times(2\times10^{-6}\ \text{cm})^2=0.637\ \text{cm}^2/\text{s}=6.37\times10^{-5}\ \text{m}^2/\text{s}.\tag{31}$$
In 10 ps an electron near the Fermi level moves an rms distance $\sqrt{6Dt}=62$ nm, about three periods.

The density averaged over a cell is $n=n_g(L/a)^3=4.29\times10^{20}$ cm$^{-3}$. The effective mobility of the film is
$$\mu_{\rm eff}=\frac{\sigma}{en}=\frac{100}{1.602\times10^{-19}\times4.287\times10^{20}}=1.46\ \text{cm}^2/\text{Vs}.\tag{32}$$
The form $D=\mu_{\rm eff}kT/e$ of the Einstein relation would give 0.038 cm$^2$/s. It assumes $dn/d\mu=n/kT$, which holds for a nondegenerate gas. Here, for the parabolic band, $dn/d\mu=3n/2E_F$, because $n$ and $n_g$ differ by a fixed factor. Equation (14) then reads $D=\tfrac23\mu_{\rm eff}E_F/e$, larger by the factor $2E_F/3kT\approx17$.

Net charge behaves quite differently. Treat a boundary as a parallel-plate capacitor, with the charge exactly at the grain surfaces:
$$C=\frac{9\,\varepsilon_0L^2}{w}=28.8\ \text{aF}.\tag{33}$$
For a wave of length $10a$, the diffusive rate (19) is $6.08\times10^{10}$ s$^{-1}$, while the charge relaxation rate (25) is $7.01\times10^{12}$ s$^{-1}$. The charge disappears more than a hundred times faster than a neutral disturbance of the same length.

The value (33) overestimates $C$, because the charge in a real grain extends inward by about the screening length. If the grain also has relative permittivity 9, this length is $\lambda=\sqrt{9\varepsilon_0/(e^2\nu)}=0.66$ nm. The plates are then effectively $w+2\lambda$ apart, $C$ falls to about 12 aF, and the charge relaxes about 2.3 times faster still.

### Resistance and equilibration inside a grain

A cube of conductivity $en_g\mu_g$, with current entering evenly through one face and leaving through the opposite face, has conductance
$$G_g=en_g\mu_g\frac{L^2}{L}=en_g\mu_gL=6.09\ \text{mS}.\tag{34}$$
Each period holds one junction and one grain in series. Their resistances add, and the conductance per period becomes
$$\left(\frac1G+\frac1{G_g}\right)^{-1}=\frac{G}{1+G/G_g}=0.968\,G .\tag{35}$$
The level spacing is unchanged, so $D$ falls by the same 3 per cent. If $G$ had been defined as the conductance of a whole period, this correction would already be in it.

The Einstein relation applied inside a grain gives
$$D_g=\frac{en_g\mu_g}{e^2\nu}=\frac{n_g\mu_g}{e\nu}=17.5\ \text{cm}^2/\text{s}.$$
With reflecting walls, the slowest uneven density in the cube varies as $\cos(\pi x/L)$ and decays at the rate $\pi^2D_g/L^2$. This is 50 times the total hop rate $6\Gamma$. The estimate treats motion inside the grain as diffusive. This is marginal, since the mean free path $\hbar k_F\mu_g/e=6.5$ nm is about a third of $L$. The ballistic crossing rate $v_F/L$ is 45 times $6\Gamma$, so the conclusion does not depend on it. It supports the assumption that an electron explores the grain before it leaves.

### The surface changes the level spacing

Equation (2) uses the density of states of bulk material. A wave that must vanish at the grain surface has fewer states at low energy. For a cube with hard walls the levels are
$$\varepsilon=\varepsilon_1(\ell_x^2+\ell_y^2+\ell_z^2),\qquad \varepsilon_1=\frac{\hbar^2\pi^2}{2mL^2},\qquad \ell_x,\ell_y,\ell_z=1,2,\dots\tag{36}$$
Count the levels up to $\varepsilon=\varepsilon_1R^2$. A ball of radius $R$ contains about $4\pi R^3/3$ integer points. Those with a zero component must be removed. They lie in three discs, each with about $\pi R^2$ points. The lines where the discs cross give terms of order $R$, which are dropped. One eighth of the remaining points have all components positive. With two spins,
$$N=\frac{2}{8}\left(\frac{4\pi R^3}{3}-3\pi R^2\right)=\frac{\pi}{3}R^3-\frac{3\pi}{4}R^2 .\tag{37}$$

The comparison is made at a fixed number of electrons. Without the surface term, the radius is $R_0=k_FL/\pi=14.85$. Write $R=R_0+\rho$ with small $\rho$. To first order, (37) requires $\pi R_0^2\rho=\tfrac{3\pi}{4}R_0^2$, hence $\rho=\tfrac34$. The number of states per energy, with $d\varepsilon=2\varepsilon_1R\,dR$, is
$$\frac{dN}{d\varepsilon}=\frac{\pi R^2-\tfrac{3\pi}{2}R}{2\varepsilon_1R}=\frac{\pi}{2\varepsilon_1}\left(R-\frac32\right)=\frac{\pi}{2\varepsilon_1}\left(R_0-\frac34\right).\tag{38}$$
Without the surface, the bracket would be $R_0$. The spacing therefore grows by the factor
$$\frac{\delta_{\rm box}}{\delta}\approx\frac{R_0}{R_0-3/4}=1.053 .\tag{39}$$

A direct sum over the levels (36), with Fermi occupations at 300 K and the chemical potential adjusted to the same electron number, gives $\delta_{\rm box}=0.134$ meV. This is 1.052 times the bulk value. The last digit reflects the shell structure of the cube: for $L$ between 18.4 and 19.6 nm the ratio moves between 1.050 and 1.053, and at 100 K between 1.00 and 1.08. At fixed $G$, hard walls would thus raise $D$ by about 5 per cent. A real boundary lets the wave leak into it, which enlarges the grain and works the other way. For walls whose top lies 0.54 eV above $E_F$, the barrier found in the next section, the same sum gives 0.98 times the bulk value. The surface correction is therefore a few per cent, and its sign depends on the barrier.

### Temperature and the boundary barrier

Equation (6) took the density of states as constant over the thermal range. For a bulk parabolic band, a numerical solution for the chemical potential at fixed density gives a value of $dn_g/d\mu$ at 300 K that is 0.13 per cent below its value at zero temperature. This is negligible here.

The junction can also depend on temperature, because electrons of higher energy tunnel more easily. To size this, let the boundary be a rectangular barrier of thickness $w$ and area $L^2$, with the same mass as the grain and with transverse momentum conserved. Let $\mathcal T(E_z)$ be the transmission at energy $E_z$ of motion across the barrier. It follows from matching the wave and its derivative at both faces. The transverse motion has $L^2m/(2\pi\hbar^2)$ states per energy for one spin. Each channel contributes $2e^2/h$ times its transmission, weighted by $h(E-E_F)$. Integrating $h$ over the transverse energy leaves the Fermi function:
$$G(T)=\frac{2e^2}{h}\,\frac{L^2m}{2\pi\hbar^2}\int_0^\infty\mathcal T(E_z)\,f(E_z-E_F)\,dE_z .\tag{40}$$
The barrier top was adjusted so that (40), integrated numerically, gives 0.2 mS at zero temperature. It then lies 0.54 eV above the Fermi level. With this barrier and the chemical potential held at $E_F$, the conductance at 300 K is 1.9 per cent higher. If $G$ is measured at 300 K, the change is already included.

### Charging energy

An electron added to a grain raises its energy by the work of charging. To find the work in an infinite array, solve (23) for a charge $Q$ on one grain. A Fourier transform over the lattice turns the sum over neighbours into a factor, and the potential of the charged grain is
$$\phi_0=\frac QC\,W,\qquad W=\int_{-\pi}^{\pi}\!\frac{d^3\theta}{(2\pi)^3}\,\frac{1}{6-2\cos\theta_x-2\cos\theta_y-2\cos\theta_z}.\tag{41}$$
The energy is $Q\phi_0/2$. For $Q=-e$ and numerical integration of $W$,
$$E_c=\frac{e^2W}{2C}=0.70\ \text{meV}=0.027\,kT .\tag{42}$$
With the smaller capacitance that screening in the grains gives, $E_c$ rises to about 1.6 meV, or $0.06\,kT$. The neglect of charging is still reasonable at 300 K. The resulting change in $G$ has not been computed. On cooling, $kT$ approaches $E_c$ and the assumption is lost.

### Unequal junctions

Real boundaries are not alike. Suppose that the conductances vary at random while the grains keep the same $\delta$. On long scales $G$ in (15) must then be replaced by the effective conductance $G_{\rm eff}=\sigma a$ of the network.

This cannot exceed the mean conductance of the junctions along the field. At a given applied voltage, the true potentials minimize the dissipated power: setting the derivative of $\sum G_{ij}(\phi_i-\phi_j)^2$ with respect to each $\phi_i$ to zero gives current conservation. The evenly falling potential is one trial choice, and its power corresponds to the mean conductance.

As an example, $\ln G$ was given a normal distribution of standard deviation 0.5. The current equations were solved for one random sample of $12\times12\times12$ grains between two plates, periodic in the transverse directions. The effective conductance was 0.92 times the mean along the field. At a fixed mean, this disorder lowers $D$ by about 8 per cent. The chosen spread is small. For the barrier of (40), $\ln G$ falls by about 5 per nanometre of thickness, so 0.5 corresponds to a thickness spread of only 0.1 nm. A spread of 0.2 nm, a standard deviation near 1, lowers the effective conductance to about 0.7 of the mean.

### Field and interference

The voltage across one period reaches $kT/e$ at a field of $kT/(ea)=12.9$ kV/cm. Well below this field the electronic response can be taken as linear. The value is a cautious scale and is not a breakdown field. For the barrier of (40), the ratio of current to voltage changes by less than 0.1 per cent at $kT/e$ and by about 2 per cent at ten times that voltage. In a steady field, heating can set a much lower limit: at a tenth of this value the film already dissipates $\sigma E^2\approx1.7\times10^8$ W/cm$^3$.

The dimensionless conductance is $G/(2e^2/h)=2.6$. It is not much larger than one, so the conductance alone does not justify neglecting interference between hops. The neglect is justified if electrons lose phase memory within roughly the time spent in a grain, $1/(6\Gamma)\approx1$ ps. The interference correction has not been computed here.

For the inputs chosen, including the narrow spread of junction conductances, the computed corrections are each below 10 per cent. A wider spread gives a larger one. For these inputs, a value of $D$ near 0.6 cm$^2$/s is as precise as the model deserves.

### Comparison with real films

Indium tin oxide films are commonly degenerate, with electron densities of roughly $10^{20}$ to $10^{21}$ cm$^{-3}$ and grains often tens of nanometres across. The density and grain size of the example are in this range. Its effective mobility of 1.5 cm$^2$/Vs is far below that of good films, which reach some tens of cm$^2$/Vs. The example thus describes a film with unusually resistive boundaries. In a good film the first assumption of the model breaks: the junctions no longer dominate the resistance. If $G$ were equal to $G_g$, the series formula (35) would halve the conductivity and $D$ relative to (5) and (15). For such a film, $D$ is better found from the measured conductivity and $dn/d\mu$ through (14), which does not assume that the resistance sits in the junctions.
